# Asymmetric-top levels from four Wang blocks, with labels and error bounds

## Definitions and conventions

A rigid molecule has principal body axes $a,b,c$ with unit vectors $\mathbf e_a,\mathbf e_b,\mathbf e_c$, forming a right-handed set, and moments of inertia $I_a<I_b<I_c$. Its rotational Hamiltonian, divided by $hc$, is

$$H=A P_a^2+B P_b^2+C P_c^2,\qquad A>B>C>0,\qquad A=\frac{\hbar}{4\pi c I_a},$$

and similarly for $B$ and $C$ (the $c$ in the denominator is the speed of light). The constants are in cm$^{-1}$, and angular momenta are in units of $\hbar$. Vibration, centrifugal distortion and nuclear spin are left out.

The body components are $P_i=\mathbf e_i\cdot\mathbf J$, where $\mathbf J$ has the usual space-fixed components, $[J_X,J_Y]=iJ_Z$. We quantize along $a$, with

$$z=a,\quad x=b,\quad y=c,\qquad P_\pm=P_x\pm iP_y .$$

**Commutators.** The axes turn with the molecule, so each is a vector operator: $[J_p,e_{iq}]=i\sum_r\epsilon_{pqr}e_{ir}$. The components $e_{iq}$ commute with one another. Hence

$$[e_{ap},P_b]=-\sum_q e_{bq}[J_q,e_{ap}]=-i\sum_{qr}\epsilon_{qpr}e_{bq}e_{ar}=-i(\mathbf e_a\times\mathbf e_b)_p=-ie_{cp}.$$

Each $P_b$ is a scalar product of vectors and commutes with $J_p$. Therefore

$$[P_a,P_b]=\sum_p[e_{ap},P_b]J_p=-iP_c,$$

and cyclically. The sign is opposite to that of the space-fixed components. Moreover, $\sum_iP_i^2=\mathbf J^2$: moving $J_p$ past $e_{iq}$ in $\sum_i e_{ip}J_pe_{iq}J_q$ produces an extra term containing $\sum_ie_{ip}e_{ir}\epsilon_{pqr}=\delta_{pr}\epsilon_{pqr}$, which vanishes.

Thus $H$ commutes with $\mathbf J^2$ and $J_Z$. Each $J$ can be treated separately, and each level has a further $(2J+1)$-fold degeneracy in $M$, which we suppress. The basis states $|K\rangle$ satisfy $P_z|K\rangle=K|K\rangle$, $K=-J,\dots,J$.

## Matrix elements

From $[P_z,P_x]=-iP_y$ and $[P_z,P_y]=iP_x$,

$$[P_z,P_-]=-iP_y+P_x=P_-,$$

so $P_-$ raises $K$ by one. Its normalization follows from

$$P_+P_-=P_x^2+P_y^2-i[P_x,P_y]=\mathbf J^2-P_z^2-P_z.$$

With $N=J(J+1)$ and phases chosen to make ladder elements positive,

$$P_-|K\rangle=\sqrt{N-K(K+1)}\,|K+1\rangle .$$

Next, $P_+^2+P_-^2=2(P_x^2-P_y^2)$, because the mixed products cancel. Splitting $BP_x^2+CP_y^2$ into half-sum and half-difference gives

$$H=\frac{B+C}{2}(\mathbf J^2-P_z^2)+AP_z^2+\frac{B-C}{4}(P_+^2+P_-^2).$$

The nonzero elements are therefore

$$d_K=\langle K|H|K\rangle=\frac{B+C}{2}(N-K^2)+AK^2,$$

$$w_K=\langle K+2|H|K\rangle=\frac{B-C}{4}\sqrt{[N-K(K+1)][N-(K+1)(K+2)]}.$$

## The four submatrices

$H$ changes $K$ by 0 or 2, so the parity of $K$ is conserved. Also $d_{-K}=d_K$ and $w_{-K-2}=w_K$, since the latter substitution exchanges the two factors under the root. Reversing the sign of $K$ therefore leaves the matrix unchanged. The Wang states

$$|0,+\rangle=|0\rangle,\qquad |K,\pm\rangle=\frac{|K\rangle\pm|-K\rangle}{\sqrt2}\quad(K>0)$$

separate into blocks $E^\pm$ for even $K$ and $O^\pm$ for odd $K$. Most elements are unchanged: for $K\ge1$ the coupling is $\frac12(w_K+w_{-K-2})=w_K$. There are two exceptions.

- Between $|0\rangle$ and $|2,+\rangle$ the coupling is $(w_0+w_{-2})/\sqrt2=\sqrt2\,w_0$.
- The states $|1\rangle$ and $|-1\rangle$ are coupled directly by $w_{-1}=(B-C)N/4$, so the first diagonal element of $O^\pm$ is $d_1\pm(B-C)N/4$.

The dimensions of $E^+,E^-,O^+,O^-$ are $\lfloor J/2\rfloor+1$, $\lfloor J/2\rfloor$, $\lfloor(J+1)/2\rfloor$, $\lfloor(J+1)/2\rfloor$, with sum $2J+1$. A block may be empty.

**The case $J=1$.** Here $N=2$. The block $E^-$ is empty and the others have one element:

$$E^+:\ d_0=B+C,$$

$$O^\pm:\ d_1\pm\frac{B-C}{2}=A+\frac{B+C}{2}\pm\frac{B-C}{2}=\begin{cases}A+B&(+)\\A+C&(-).\end{cases}$$

A derivation without ladder operators confirms these sums. An $M=0$ function depends on orientation through the body components $n_i=e_{iZ}$ of the fixed $Z$ axis. The commutator $[e_{ap},P_b]=-ie_{cp}$ gives $P_bn_a=in_c$, and its cyclic and reversed forms give $P_bn_c=-in_a$, $P_cn_a=-in_b$, $P_cn_b=in_a$. All are contained in $P_i=i(\mathbf n\times\nabla_n)_i$. Consequently

$$P_an_a=0,\qquad P_b^2n_a=n_a,\qquad P_c^2n_a=n_a,\qquad Hn_a=(B+C)n_a.$$

Cyclic relabelling gives $A+C$ for $n_b$ and $A+B$ for $n_c$. In each state the angular momentum component along one body axis is zero, and that axis's constant is missing from the energy.

## Labels $J_{K_aK_c}$

Away from the symmetric-top limits, neither $P_a$ nor $P_c$ is conserved. The labels are defined by continuity: $K_a$ is $|K|$ along $a$ when $B\to C$ (prolate limit), and $K_c$ is the corresponding number along $c$ when $B\to A$ (oblate limit). Following a level between the limits is unambiguous if levels do not cross. For this Hamiltonian no two levels of the same $J$ cross, as shown next, and this also fixes the energy order of the labels within each $J$. Levels of different $J$ are not coupled and can cross: for $A=10$, $C=4$ cm$^{-1}$, $3_{21}$ and $4_{04}$ cross near $B=8.37$ cm$^{-1}$.

**No crossings.** Quantize along any principal axis. For one parity of $K$, $H$ is tridiagonal, and its couplings are nonzero because the other two rotational constants differ. In such a matrix the first component of an eigenvector fixes all the others by recursion, so no eigenvalue is repeated.

Half-turns about the three axes commute with $H$. Their signs $(s_a,s_b,s_c)$ have product $+1$, since for integer $J$ two perpendicular half-turns make the third. Two different triples with this product differ in two signs and agree in one. Quantizing along the axis where they agree puts both states in the same tridiagonal matrix, where their energies must differ. States with equal triples are covered by the same argument. Thus all $2J+1$ levels are distinct for $A>B>C$.

**Order.** The limiting energies are

$$B\to C:\ BN+(A-B)K_a^2,\qquad B\to A:\ AN-(A-C)K_c^2.$$

From the bottom, $K_a=0,1,1,2,2,\dots$ and $K_c=J,J,J-1,J-1,\dots,0$, with $K_c=0$ occurring once. For level $n=0,\dots,2J$,

$$K_a=\left\lfloor\frac{n+1}{2}\right\rfloor,\qquad K_c=J-\left\lfloor\frac n2\right\rfloor .$$

Hence $K_a+K_c$ is $J$ for even $n$ and $J+1$ for odd $n$.

**Block rule.** As $B\to C$ each block becomes diagonal, with energy increasing with $K$. Its ascending levels therefore take its $K$ values in ascending order as $K_a$.

For $K_c$, let $R=e^{-i\pi P_y}$ be the half-turn about $c$. It reverses $P_z$ and $P_x$ but keeps $P_y$, so $R|K\rangle=\eta_K|-K\rangle$ and $RP_-R^{-1}=-P_+$. Applying the latter to the ladder relation, whose coefficients are equal on both sides, gives $\eta_{K+1}=-\eta_K$. To fix $\eta_0$, take $M=0$: the $K=0$ function is the Legendre polynomial of degree $J$ in $n_a$, and $n_a$ changes sign, so $\eta_0=(-1)^J$. The matrices of $P_i$ do not depend on $M$, so this holds for every $M$. Thus

$$R|K,\pm\rangle=\pm(-1)^{J+K}|K,\pm\rangle .$$

The sign of $R$ is also $(-1)^{K_c}$, as the oblate limit shows. Since $K$ and $K_a$ have equal parity, $(-1)^{K_a+K_c}=\pm(-1)^J$. With the two possible sums found above,

$$K_c=J-K_a\ \text{in }E^+,O^+;\qquad K_c=J-K_a+1\ \text{in }E^-,O^-.$$

For $J=1$ this assigns $B+C$ to $1_{01}$, $A+C$ to $1_{11}$ and $A+B$ to $1_{10}$. The association of signs with labels depends on the stated axis and phase conventions.

## Algorithm

1. For given $J$, list $K=0,2,\dots$ for $E^+$; $2,4,\dots$ for $E^-$; and $1,3,\dots$ for each $O^\pm$, up to $J$.
2. Fill each tridiagonal block with $d_K$ and $w_K$, including the two exceptions.
3. Diagonalize each nonempty block and sort its eigenvalues.
4. Attach $K_a$ from the sorted $K$ list and $K_c$ from the block sign. Only then merge the four lists.

For a dense solver with cubic cost, four blocks of about one quarter the full dimension need about $4(1/4)^3=1/16$ of the work at large $J$.

A trace check is available. $\operatorname{Tr}P_a^2=\sum_KK^2=N(2J+1)/3$, and the other axes give the same value, so

$$\sum_{\text{levels}}E=\frac{(A+B+C)J(J+1)(2J+1)}{3}.$$

This does not detect every fault: the trace is insensitive to the couplings $w_K$ with $K\ge0$, which lie off the diagonal, and also to the size of $w_{-1}$, because the shifts $\pm w_{-1}$ of $O^+$ and $O^-$ cancel in the sum.

## Worked example

Take the round model values $A=10$, $B=6$, $C=4$ cm$^{-1}$, treated as exact. Then $(B+C)/2=5$ and $(B-C)/4=0.5$ cm$^{-1}$. For $J=1$:

- $1_{01}$: $6+4=10$ cm$^{-1}$, or 45.56 microhartree.
- $1_{11}$: $10+4=14$ cm$^{-1}$, or 63.79 microhartree.
- $1_{10}$: $10+6=16$ cm$^{-1}$, or 72.90 microhartree.

For $J=3$, $N=12$. The even diagonal elements are $d_0=5\cdot12=60$ and $d_2=5\cdot8+40=80$. Their coupling in $E^+$ is $\sqrt2(0.5)\sqrt{12\cdot10}=7.7460$, whose square is 60. The odd elements are $d_1=5\cdot11+10=65$, shifted by $\pm0.5\cdot12=\pm6$, and $d_3=5\cdot3+90=105$. Their coupling is $0.5\sqrt{10\cdot6}=3.8730$, with square 15. In cm$^{-1}$,

$$E^+=\begin{pmatrix}60&7.7460\\7.7460&80\end{pmatrix},\qquad E^-=(80),$$

$$O^+=\begin{pmatrix}71&3.8730\\3.8730&105\end{pmatrix},\qquad O^-=\begin{pmatrix}59&3.8730\\3.8730&105\end{pmatrix}.$$

The mean and half-difference of the diagonal elements give

- $E^+$: $70\pm\sqrt{10^2+60}$, hence $3_{03}=57.3509$ and $3_{21}=82.6491$.
- $E^-$: $3_{22}=80$.
- $O^+$: $88\pm\sqrt{17^2+15}$, hence $3_{12}=70.5644$ and $3_{30}=105.4356$.
- $O^-$: $82\pm\sqrt{23^2+15}$, hence $3_{13}=58.6762$ and $3_{31}=105.3238$.

Their sum is 560 cm$^{-1}$, equal to $20\cdot3\cdot4\cdot7/3$.

The meaning of the labels is visible when $B$ moves from $C$ to $A$ for $J=2$ (all entries in cm$^{-1}$):

| Level | $B=4$ | $B=6$ | $B=8$ | $B=10$ |
|---|---:|---:|---:|---:|
| $2_{02}$ | 24.000 | 29.417 | 33.417 | 36.000 |
| $2_{12}$ | 30.000 | 32.000 | 34.000 | 36.000 |
| $2_{11}$ | 30.000 | 38.000 | 46.000 | 54.000 |
| $2_{21}$ | 48.000 | 50.000 | 52.000 | 54.000 |
| $2_{20}$ | 48.000 | 50.583 | 54.583 | 60.000 |

Pairs with equal $K_a$ meet at the left, and pairs with equal $K_c$ meet at the right. A rigid mass distribution must satisfy $I_c\le I_a+I_b$, or $1/C\le1/A+1/B$. The columns $B=8$ and $B=10$ violate this; they belong to a mathematical path, which is sufficient for defining labels.

## Error analysis

**Truncation.** There is none for this model: the $2J+1$ states $|K\rangle$ are complete at fixed $J$ and $M$.

**Rounding.** A backward-stable symmetric solver returns the eigenvalues of $M+\delta M$, where $M$ is the block and $\|\delta M\|\le\gamma u\|M\|$. Here $u$ is the unit roundoff, and $\gamma$ is a modest factor depending on dimension and solver; let it also include the rounding made in forming the elements. By the min–max principle, adding $\delta M$ shifts each ordered eigenvalue by at most $\|\delta M\|$. Since $C\mathbf J^2\le H\le A\mathbf J^2$ as an operator inequality, $\|M\|\le AN$ and every level is at least $CN$. Thus, for $J>0$,

$$|\delta E|\le\gamma uAN,\qquad \frac{|\delta E|}{E}\le\gamma u\frac AC.$$

The first error is absolute and the second is relative to the level itself. The relative bound weakens when $A/C$ is large.

**Close doublets.** A small absolute error can still be larger than a splitting. The levels $3_{31}$ and $3_{30}$ are 0.1118 cm$^{-1}$ apart. Second-order perturbation theory explains this: the $K=3$ state is raised by about $15/(105-71)=0.441$ in $O^+$ and $15/(105-59)=0.326$ in $O^-$, a difference of 0.115 cm$^{-1}$.

More generally, near the prolate limit, at fixed $A$ and $(B+C)/2$, a doublet with $K_a=K$ first splits at order $(B-C)^K$. For odd $K$, the $\pm$ blocks differ only at $K=1$, by terms linear in $B-C$; reaching that element and returning takes $K-1$ couplings. For even $K$, they differ by the presence of $K=0$, and the round trip takes $K$ couplings. At high $K$ the splitting can fall below the rounding error, and sorting the merged spectrum can then exchange labels.

Labelling inside blocks avoids this comparison. If every neighbouring gap within a block exceeds twice the eigenvalue error bound, its order is secure. For $J=3$ the smallest such gap is $82.6491-57.3509=25.2982$ cm$^{-1}$, far above the doublet splitting. The computed splitting itself remains unreliable when it is comparable with the rounding error.

**Uncertain constants.** Suppose each constant changes by at most $\varepsilon$ in magnitude. Then $-\varepsilon\mathbf J^2\le\delta H\le\varepsilon\mathbf J^2$, and min–max gives

$$|\delta E|\le\varepsilon J(J+1).$$

Equal shifts of all three constants attain this bound. With $\varepsilon=0.05$ cm$^{-1}$ it is 0.6 cm$^{-1}$ at $J=3$, larger than the doublet splitting. The order $3_{31}<3_{30}$ nevertheless survives as long as $A>B>C$, by the no-crossing result: errors in the two levels are correlated.

**Model error.** None of these bounds covers nonrigidity. Centrifugal distortion adds terms of fourth and higher degree in $P_i$, so agreement at $J=1$ does not establish accuracy at high $J$. The no-crossing proof also need not hold once such terms are added.

The numerical check compares the blocks with differential operators on harmonic polynomials for $J=0$ to 6; the energies agree within $10^{-8}$ cm$^{-1}$. It also tests the label order at sampled values of $B$ between the two limits.

## Calculated quantities

```
Constants A, B, C = 10.0, 6.0, 4.0 cm^-1
(B+C)/2 = 5.000 cm^-1, (B-C)/4 = 0.500 cm^-1
Ray asymmetry parameter (2B-A-C)/(A-C) = -0.3333 (no unit)
Conversion: 1 cm^-1 = 4.556335 microhartree
J=1 level 1_01 (B+C): 10.0000 cm^-1 = 45.5634 microhartree
J=1 level 1_11 (A+C): 14.0000 cm^-1 = 63.7887 microhartree
J=1 level 1_10 (A+B): 16.0000 cm^-1 = 72.9014 microhartree
J=3 block E+, K = [0, 2]: [60.0000 7.7460; 7.7460 80.0000] cm^-1
J=3 block E-, K = [2]: [80.0000] cm^-1
J=3 block O+, K = [1, 3]: [71.0000 3.8730; 3.8730 105.0000] cm^-1
J=3 block O-, K = [1, 3]: [59.0000 3.8730; 3.8730 105.0000] cm^-1
J=2 level 2_02, block E+: 29.4170 cm^-1
J=2 level 2_12, block O-: 32.0000 cm^-1
J=2 level 2_11, block O+: 38.0000 cm^-1
J=2 level 2_21, block E-: 50.0000 cm^-1
J=2 level 2_20, block E+: 50.5830 cm^-1
J=2 sum of levels: 200.0000 cm^-1
J=3 level 3_03, block E+: 57.3509 cm^-1
J=3 level 3_13, block O-: 58.6762 cm^-1
J=3 level 3_12, block O+: 70.5644 cm^-1
J=3 level 3_22, block E-: 80.0000 cm^-1
J=3 level 3_21, block E+: 82.6491 cm^-1
J=3 level 3_31, block O-: 105.3238 cm^-1
J=3 level 3_30, block O+: 105.4356 cm^-1
J=3 sum of levels: 560.0000 cm^-1
J=2 correlation, B = 4.0, 6.0, 8.0, 10.0 cm^-1
  2_02: 24.0000, 29.4170, 33.4170, 36.0000 cm^-1
  2_12: 30.0000, 32.0000, 34.0000, 36.0000 cm^-1
  2_11: 30.0000, 38.0000, 46.0000, 54.0000 cm^-1
  2_21: 48.0000, 50.0000, 52.0000, 54.0000 cm^-1
  2_20: 48.0000, 50.5830, 54.5830, 60.0000 cm^-1
Largest block/differential-operator difference, J=0 to 6, is below 1e-8 cm^-1: True
```
